Drawing diffuse reflection angles in free molecular flow

**Q:** I am following precursor molecules down a deep hole for atomic layer deposition. They hit the wall and come off diffusely, with no memory of how they arrived. I draw the polar angle θ from the wall normal uniformly between 0 and 90°, and the azimuth φ uniformly around the normal. Since no direction is preferred, that should be diffuse reflection.

**A:** "No memory" and "every θ equally likely" are separate statements. The first says that the outgoing direction is independent of the incoming one. It does not say what the outgoing distribution is. To find that, put the wall in contact with a gas at rest and at the wall's temperature, and ask what the wall must do to leave this equilibrium undisturbed.

Let the gas have number density n and speed distribution F(v), with ∫F dv = 1. All directions are equally likely in the volume, so the density of molecules with speed in dv and direction in the solid angle dΩ is

n F(v) dv dΩ/(4π).

Those that strike a wall area dA during dt fill a slanted column of length v dt. Its volume is v cos θ dt dA, because the column's height above the wall is v cos θ dt. The number striking per area and time is therefore

n F(v) v dv cos θ dΩ/(4π).

The speed integral gives the mean speed v̄ and leaves the angular factor alone. With dΩ = sin θ dθ dφ,

∫cos θ dΩ = 2π ∫₀^{π/2} sin θ cos θ dθ = π,

so the total flux is ν = n v̄/4, and the normalized distribution of directions is (cos θ/π) dΩ.

**Q:** That describes arriving molecules. I need the departing ones.

**A:** Just above the wall, an equilibrium gas also contains molecules moving away from it. The same column argument gives their flux the same factor cos θ. They all come from the wall, so the wall must emit with the law cos θ/π per steradian. For a fully diffuse wall the emission does not depend on what arrived, so the law found at equilibrium also holds away from it.

The assumption of a fully diffuse wall matters. For a general wall, this flux balance fixes only the sum of everything that leaves. If the chance of sticking, or of reflecting like light from a mirror, depends on the angle of incidence, the separate contributions need not follow the cosine law.

**Q:** How do I draw an angle from cos θ/π?

**A:** First integrate over azimuth, which gives the density in θ itself:

p(θ) = 2π sin θ · cos θ/π = 2 sin θ cos θ.

The probability of an angle below θ is

C(θ) = ∫₀^θ 2 sin t cos t dt = sin²θ.

Now let s = sin²θ. For any a between 0 and 1, s ≤ a means θ ≤ arcsin √a, and the probability of that is C(arcsin √a) = a. So s is uniform on [0, 1]. With U a uniform random number, take

sin θ = √U, cos θ = √(1−U),

and draw φ independently and uniformly. Since 1−U is uniform too, cos θ = √U serves equally well. If **n** is the wall normal and **t₁**, **t₂** are perpendicular unit vectors in the wall, the new direction is

cos θ **n** + sin θ (cos φ **t₁** + sin φ **t₂**).

The tangential part has length r = sin θ, and r² is uniform. Its tip is thus spread evenly over the unit disc, because a circle of radius r holds the fraction r² of the disc's area.

Your recipe has density 2/π in θ and 1/(2π) in φ. Dividing by sin θ to convert to solid angle gives

(2/π)(1/(2π))/sin θ = 1/(π² sin θ)

per steradian. This diverges along the normal and stays finite at grazing angles, where the cosine law goes to zero.

**Q:** Can the cosine law be seen without assuming it?

**A:** Yes, for the arriving molecules; the equilibrium argument then carries it over to the departing ones. Place molecules at random heights above a wall, give them Maxwellian velocities, and keep those that reach the wall within a fixed time. In one such trial 34020 molecules struck. The largest gap between the cumulative distribution of their sin²θ and a uniform one was 0.0047, below the 0.0119 allowed for sampling noise. For θ itself the gap from uniformity was 0.1078.

**Q:** But I checked my generator. The mean angle was 45°, and the mean of sin²θ was one half. Don't those agree with the cosine law?

**A:** They do, and they cannot tell the two laws apart. The cosine-law density is 2 sin θ cos θ = sin 2θ, which is symmetric about 45°. So is your constant density. Symmetry gives a mean angle of 45° for both. Swapping θ and 90°−θ exchanges sin²θ and cos²θ, which add to one, so both have mean sin²θ = 1/2.

The spread does tell them apart. For the cosine law s is uniform, with variance

1/3 − 1/4 = 1/12 ≈ 0.083.

For uniform θ the mean of sin⁴θ is 3/8, so the variance is

3/8 − 1/4 = 1/8 = 0.125.

The excess sits at both ends. Within 10° of the normal the cosine law puts sin²10° = 3.0% of the molecules, and yours puts 10/90 = 11.1%. By the same symmetry, these are also the shares beyond 80°.

**Q:** Then the mistake is that I ignored the solid angle. Should I draw cos θ uniformly?

**A:** No. That makes all solid angles equally likely, with density sin θ. It describes directions inside the gas volume, but lacks the factor cos θ that comes from crossing a surface. Its mean angle is 57.3°, and 17.4% of the molecules leave beyond 80°.

**Q:** After many bounces, do such details not average out? The mean angle is right, after all.

**A:** Work out how far one bounce carries a molecule along a straight circular tube of diameter D. Start on the wall at (D/2, 0, 0), with the tube axis along z and φ measured from that axis. The direction is

(−cos θ, sin θ sin φ, sin θ cos φ).

After a path ℓ the molecule is on the wall again when

(D/2 − ℓ cos θ)² + ℓ² sin²θ sin²φ = D²/4.

Expand, cancel D²/4 and divide by ℓ:

ℓ (cos²θ + sin²θ sin²φ) = D cos θ.

The bracket equals 1 − sin²θ cos²φ, so the axial hop z = ℓ sin θ cos φ is

z = D sin θ cos θ cos φ/(1 − sin²θ cos²φ).

First average |z| over azimuth. One quadrant suffices, and q = sin φ gives

⟨|z|⟩_φ = D sin θ cos θ (2/π) ∫₀¹ dq/(cos²θ + q² sin²θ).

The integral is arctan(tan θ)/(sin θ cos θ) = θ/(sin θ cos θ), hence

⟨|z|⟩_φ = 2θD/π.

This is linear in θ. Both laws have mean θ = π/4, so both give a mean hop of D/2.

**Q:** So the transport is the same?

**A:** Diffusion along the tube is governed by the mean square hop. Put a = sin²θ. With t = tan φ,

(2/π) ∫₀^{π/2} dφ/(1 − a cos²φ) = (2/π) ∫₀^∞ dt/(1 − a + t²) = (1−a)^{−1/2}.

Differentiating both sides with respect to a gives the average needed for z²:

⟨cos²φ/(1 − a cos²φ)²⟩_φ = ½ (1−a)^{−3/2} = 1/(2 cos³θ).

Multiplying by D² sin²θ cos²θ,

⟨z²⟩_φ = D² sin²θ/(2 cos θ).

For the cosine law the dangerous 1/cos θ cancels:

⟨z²⟩ = D² ∫₀^{π/2} sin³θ dθ = 2D²/3.

For uniform θ it remains:

⟨z²⟩ = (D²/π) ∫₀^{π/2} (sin²θ/cos θ) dθ,

which diverges logarithmically at grazing angles.

**Q:** A real tube is finite. What does the divergence mean there?

**A:** It means that the mean square hop depends on the longest hop the tube admits. Near grazing, let α = π/2 − θ. For small α and φ,

z ≈ Dα/(α² + φ²).

The condition z > Z describes a disc of diameter D/Z in the (α, φ) plane, with area πD²/(4Z²). Your law has constant density 1/π² there. Counting both axial directions,

P(|z| > Z) ≈ 2 · (1/π²) · πD²/(4Z²) = D²/(2πZ²), Z ≫ D.

The corresponding density of hop lengths is D²/(πZ³). Multiplied by Z², it contributes (D²/π) dZ/Z to the mean square. Each factor of ten in the cutoff therefore adds (D²/π) ln 10 = 0.733 D². Numerically, hops shorter than 100 D give 1.491 D², and those shorter than 1000 D give 2.224 D², a difference of 0.733 D².

For the cosine law the density in the disc is α/π. The mean of α over the disc is its centre value D/(2Z), so

P(|z| > Z) ≈ 2 · (1/π) · D/(2Z) · πD²/(4Z²) = D³/(4Z³).

This falls fast enough for the mean square to converge.

**Q:** How does the mean square hop enter the chance of getting through?

**A:** Take L ≫ D, with gas at one mouth and vacuum at the other. Let νH(x) be the impact rate per wall area at depth x. Let the wall emit by the cosine law. Far from the mouths, the net rate along the tube is proportional to the slope of H. In a steady state this rate is the same at every depth, so H is linear. To leading order in D/L it falls from 1, the equilibrium value set by the gas at one mouth, to 0 at the vacuum.

Let T(Z) be the probability of a hop longer than Z in one chosen direction. A molecule leaving the wall a distance y before a cross-section passes it with probability T(y). The net rate through the cross-section at x is

πDν ∫₀^∞ [H(x−y) − H(x+y)] T(y) dy ≈ (πDν/L) ∫₀^∞ 2y T(y) dy,

because the bracket is 2y/L. Integration by parts turns the last integral into the mean of z² restricted to positive hops, which is ⟨z²⟩/2. Dividing by the entering rate νπD²/4,

W ≈ 2⟨z²⟩/(DL) = 4D/(3L) for the cosine law.

With uniform θ there is no finite ⟨z²⟩ to insert, and so no diffusion coefficient independent of the tube length.

**Q:** My hole is 100 nm wide and 5000 nm deep. Is that long enough for the formula?

**A:** Here L/D = 5000/100 = 50, and the formula gives 4/(3 × 50) = 2.67%. The finite-length problem can be solved directly. Let w(x) be the chance that a molecule leaving the wall at depth x reaches depth L before escaping through the mouth. It either gets there in one hop or lands elsewhere on the wall and starts again:

w(x) = T(L−x) + ∫₀^L k(|x−x′|) w(x′) dx′, k(y) = −dT/dy.

To obtain T, set t = tan θ and divide the condition z > Z by cos²θ:

D t cos φ > Z(1 + t² sin²φ).

This holds between the two roots

t = [D cos φ ± √(D² cos²φ − 4Z² sin²φ)]/(2Z sin²φ),

which are real for tan φ ≤ D/(2Z). Call the corresponding angles θ₁ < θ₂ and the largest azimuth φₘ. Then

T(Z) = (1/π) ∫₀^{φₘ} [C(θ₂) − C(θ₁)] dφ,

with C = sin²θ for the cosine law and C = 2θ/π for yours.

The entering gas is Maxwellian in both cases. At equilibrium, as many molecules fly from the mouth to a wall ring of width dx as fly back. If f(x) dx is the chance that an entering molecule first lands in that ring, and T_c is the cosine-law T, then

(πD²/4) ν f dx = πD dx ν T_c(x), so f(x) = 4T_c(x)/D.

Adding the molecules that fly straight through,

W = 1 − ∫₀^L f dx + ∫₀^L f(x) w(x) dx.

The results are W = 2.53% for cosine emission and 3.37% for uniform θ. Of 10,000 entering molecules, about 253 and 337 reach the floor at least once. The ratio is 3.372/2.529 = 1.333, so your recipe overestimates the arrival chance by 33% relative to the cosine result, with geometry and entering gas held fixed.

Halving the mesh spacing moved each W by about 0.2% of its value. In the limit of a fine mesh the values are 2.528% and 3.369%, with the same ratio 1.333. Following individual trajectories gave (2.42 ± 0.07)% and (3.28 ± 0.08)%, within two standard errors of the integral equation in both cases.

**Q:** Why would a first arrival at a closed floor equal passage through an open tube?

**A:** Up to the moment a molecule first reaches depth L, nothing in its path depends on what is there. For the same reason W does not depend on how well molecules stick to the floor. It is not the probability of reacting there.

**Q:** Perhaps my law just describes another kind of rough wall, one that transmits better.

**A:** Put the same gas at both mouths, at the wall temperature, and let nothing react. At equilibrium every part of the wall must receive the flux ν. The wall flux in units of ν obeys

H(x) = T_c(x) + T_c(L−x) + ∫₀^L k(|x−x′|) H(x′) dx′.

The first two terms are direct arrivals from the mouths. Try H = 1. The integral is then 1 − T(x) − T(L−x), the chance that a molecule leaving the wall at x lands on the wall again. With T = T_c the right side is 1, as required. With your T it is

1 + T_c(x) − T(x) + T_c(L−x) − T(L−x).

At mid-depth in a long tube T exceeds T_c, since its tail falls as 1/Z² instead of 1/Z³. More molecules escape in one long hop than arrive in one, and H = 1 cannot be a solution.

For this tube, averaged over the middle fifth, the computed flux is H = 0.70 with uniform θ. The cosine law gives 1.0004, where the excess over 1 is discretization error. Trajectories gave 0.710 ± 0.017 and 0.975 ± 0.026. Your wall thus creates a 30% shortage of impacts deep in the tube, relative to equilibrium, with nothing consuming the gas. A passive, fully diffuse wall cannot do that.

**Q:** I did compare my code with a reference value for a short tube, L/D = 2, and it was about one percent off. I put that down to noise.

**A:** At that length the error really is small. The ratio of the uniform-θ result to the cosine result is:

L/D = 2: 1.011
L/D = 10: 1.129
L/D = 50: 1.333
L/D = 200: 1.530

Over this range the ratio grows with length, so transmission through a short tube is a weak test of the wall law. The error even changes sign near your test case: the ratio is 0.997 at L/D = 1 and passes through 1 before L/D = 1.5. A hop that leaves the tube counts as one escape, however far it would have gone, so the far tail of the hop lengths cannot show itself there. At L/D = 200 the computed cosine result is W L/D = 1.316 on the mesh used (a finer one would lower it by a few thousandths), within 2% of the long-tube limit 4/3. The uniform-θ result has no such limit to approach.

**Q:** If I correct the sampling, can I trust 2.5% for a real hole?

**A:** Only for a saturated sidewall that no longer reacts. The dimensions are in the rough range of channel holes in stacked memory, and I took 473 K, 0.1 Torr and a molecular diameter d of about 0.6 nm as round values. The mean free path k_BT/(√2 πd²p) is then about 0.3 mm, or roughly 3000 hole diameters. Gas collisions number about 0.0003 per path of length D, which is the mean distance between wall hits. A molecule that reaches the floor makes some 1400 such hops and so meets another molecule about 0.4 times on the way, but only a tiny fraction of its hops are interrupted, so free molecular flow is a good description inside the hole.

The sidewall is the weak point. A loss probability of 0.0001 per hit lowers W by 12%, and 0.001 lowers it by 66%, both relative to the loss-free value. During the early part of a precursor pulse the sidewall is still reactive, and the loss per hit can be at least that large, so 2.5% can then be far too high. If 10% of the reflections were mirror-like, W would instead rise by about 20%. A mirror bounce repeats the same axial hop, which multiplies the flow through a very long tube by 1.1/0.9 ≈ 1.22 and that through this one by a little less; trajectories gave (23 ± 3)%, consistent with this. Real holes also taper and bow, which this straight tube leaves out.

These uncertainties do not excuse the wrong sampler. Loss and mirror reflection are physical parameters that can be fitted to measurements. A fit made with uniform θ would have to absorb the sampling error as well. That error is 33% for this hole without loss, but it changes with depth and with the loss itself (about 41% at a loss of 0.0001 per hit and 110% at 0.001), so the fitted values need not carry over to a hole of another aspect ratio.

**Q:** So I replace one line, and test the generator by something other than its mean.

**A:** Yes. Set sin θ = √U and cos θ = √(1−U) with the same U, and compare the whole distribution of sin²θ with a uniform one. Then run a long tube, such as this one with L/D = 50, with equal gas at both mouths and check that the wall flux is the same at every depth within sampling noise. That second test can also reveal errors in the normals or in the entering gas, which a test of the angle generator alone would miss. The remaining figures are in the numerical output below.

Computed results

```
gas molecules that struck the wall: 34020
largest CDF gap, sin^2 uniform: 0.0047
largest CDF gap, theta uniform: 0.1078
CDF gap allowed by sampling noise: 0.0119
[cosine] mean theta 45.00 deg, mean sin^2 0.5000
  variance of sin^2 0.08333
  below 10 deg 3.02 %, above 80 deg 3.02 %
[uniform] mean theta 45.00 deg, mean sin^2 0.5000
  variance of sin^2 0.12500
  below 10 deg 11.11 %, above 80 deg 11.11 %
[equal solid angle] mean theta 57.30 deg, mean sin^2 0.6667
  variance of sin^2 0.08889
  below 10 deg 1.52 %, above 80 deg 17.36 %
[cosine] mean |z| = 0.5000 D
  mean z^2, hops < 100 D:  0.6592 D^2
  mean z^2, hops < 1000 D: 0.6659 D^2
[uniform] mean |z| = 0.4998 D
  mean z^2, hops < 100 D:  1.4912 D^2
  mean z^2, hops < 1000 D: 2.2241 D^2
hole: D = 100 nm, L = 5000 nm, L/D = 50
[cosine] floor-arrival chance W = 2.529 %
  shift, 500 to 1000 cells: -0.201 % of W
  W from trajectories: 2.42 +- 0.07 %
  mid-depth equilibrium flux H = 1.0004
  H from trajectories: 0.975 +- 0.026
[uniform] floor-arrival chance W = 3.372 %
  shift, 500 to 1000 cells: -0.235 % of W
  W from trajectories: 3.28 +- 0.08 %
  mid-depth equilibrium flux H = 0.6971
  H from trajectories: 0.710 +- 0.017
error of W from uniform theta: 33.3 %
L/D 2: W cosine 0.35657, uniform 0.36062, ratio 1.011
L/D 10: W cosine 0.10933, uniform 0.12342, ratio 1.129
L/D 50: W cosine 0.02529, uniform 0.03372, ratio 1.333
L/D 200: W cosine 0.00658, uniform 0.01006, ratio 1.530
W L/D at L/D = 200, cosine: 1.3155
sidewall loss 0.0001 per hit changes W by -12.4 %
sidewall loss 0.0010 per hit changes W by -66.4 %
10 % mirror reflection changes W by 23 +- 3 %
gas: 473 K, 0.1 Torr, molecule 0.6 nm
mean free path 306 um, Knudsen number 3062
gas collisions per path of length D: 0.00033
```
